# The Geometric K-Point Shift in Strained Graphene Produces No Pseudomagnetic Field: verification in Python

```python
"""
Result under test: in a strained honeycomb lattice the geometric displacement
of the K point is a pure gradient, so it gives no pseudomagnetic field; the
field comes from hopping differences alone (leading order in strain).

Symbols: a bond length, t hopping, beta hopping decay, nu transverse contraction,
R bending radius, F deformation gradient, D = F - 1, K Dirac point of the
unstrained lattice, Q hopping-induced displacement of the Dirac point,
b = curl Q, omega local rotation angle. Lengths in nm, energies in eV.
The "false" geometric term uses the symmetric strain and drops the rotation.
"""
import numpy as np
import sympy as sp
from scipy.constants import hbar, e
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, polar

a, t, beta, nu, R = 0.14, 3.0, 3.0, 0.2, 2000.0
s3 = np.sqrt(3.0)
deltas = a * np.array([[0.0, s3 / 2, -s3 / 2], [1.0, -0.5, -0.5]])
K = np.array([4 * np.pi / (3 * s3 * a), 0.0])
hv = 1.5 * t * a
flux_unit = hbar / e * 1e18          # T nm^2

# --- Curl identities for an arbitrary displacement field ---
x, y, kx, ky = sp.symbols("x y k_x k_y", real=True)
u = sp.Matrix([sp.Function("u_x")(x, y), sp.Function("u_y")(x, y)])
grad_u = u.jacobian([x, y])
strain = (grad_u + grad_u.T) / 2
omega = (grad_u[1, 0] - grad_u[0, 1]) / 2
kvec = sp.Matrix([kx, ky])


def curl(v):
    return sp.diff(v[1], x) - sp.diff(v[0], y)


assert sp.simplify(curl(grad_u.T * kvec)) == 0
rotation_slope = kx * sp.diff(omega, x) + ky * sp.diff(omega, y)
assert sp.simplify(curl(strain * kvec) - rotation_slope) == 0
assert sp.simplify(curl(strain * kvec)) != 0


# --- Dirac point found from the actual deformed bonds ---
def dirac_point(F, decay, guess):
    bonds = F @ deltas
    hop = np.exp(-decay * (np.linalg.norm(bonds, axis=0) / a - 1))
    k = np.array(guess, dtype=float)
    for _ in range(12):
        terms = hop * np.exp(1j * (k @ bonds))
        value = terms.sum()
        slope = 1j * (bonds @ terms)
        jac = np.array([slope.real, slope.imag])
        step = np.linalg.solve(jac, [value.real, value.imag])
        k = k - step
        if np.linalg.norm(step) < 1e-11:
            break
    residual = abs(np.sum(hop * np.exp(1j * (k @ bonds))))
    assert residual < 1e-9
    return k


def hopping_shift(eps):
    return beta / (2 * a) * np.array([eps[0, 0] - eps[1, 1], -2 * eps[0, 1]])


D = 1e-4 * np.array([[3.0, -2.0], [5.0, 1.0]])
eps_uniform = (D + D.T) / 2
shift_found = dirac_point(np.eye(2) + D, beta, K) - K
shift_geo = -D.T @ K
shift_hop = hopping_shift(eps_uniform)
shift_false = -eps_uniform @ K + shift_hop
# neglected terms are of second order in D
assert np.linalg.norm(shift_found - shift_geo - shift_hop) \
    < 1e-2 * np.linalg.norm(shift_found)
assert np.linalg.norm(shift_found - shift_false) \
    > 0.2 * np.linalg.norm(shift_found)


# --- Finite in-plane bending: material point -> laboratory point ---
def radius_bend(Y):
    return R + Y - nu * Y**2 / (2 * R)


def radius_conformal(Y):
    return R * np.exp(Y / R)


def place(X, Y, radius):
    r = radius(Y)
    return np.array([r * np.sin(X / R), r * np.cos(X / R) - R])


def deformation_gradient(X, Y, radius, h=0.01):
    col_x = (place(X + h, Y, radius) - place(X - h, Y, radius)) / (2 * h)
    col_y = (place(X, Y + h, radius) - place(X, Y - h, radius)) / (2 * h)
    return np.column_stack([col_x, col_y])


side = 40.0


def loop_integral(radius, decay, drop_rotation=False, n=200):
    c = side / 2
    corners = np.array([[-c, -c], [c, -c], [c, c], [-c, c], [-c, -c]])
    total, k = 0.0, K.copy()
    for p, q in zip(corners[:-1], corners[1:]):
        pts = p + np.linspace(0, 1, n + 1)[:, None] * (q - p)
        for start, end in zip(pts[:-1], pts[1:]):
            mid = (start + end) / 2
            F = deformation_gradient(mid[0], mid[1], radius)
            if drop_rotation:
                F = polar(F)[1]      # pure stretch, rotation removed
            k = dirac_point(F, decay, k)
            total += k @ (place(*end, radius) - place(*start, radius))
    return total


b_hop = -beta * (1 + nu) / (2 * a * R)
b_false = K[0] / R
loop_geo = loop_integral(radius_bend, 0.0)
loop_full = loop_integral(radius_bend, beta)
loop_false = loop_integral(radius_bend, 0.0, drop_rotation=True)
loop_conf = loop_integral(radius_conformal, beta)
loop_conf_false = loop_integral(radius_conformal, beta, drop_rotation=True)
assert abs(loop_geo) < 1e-4
assert abs(loop_conf) < 1e-4
# remaining differences are higher orders in strain
assert abs(loop_full / (b_hop * side**2) - 1) < 0.01
assert abs(loop_false / (b_false * side**2) - 1) < 0.01
assert abs(loop_conf_false / (b_false * side**2) - 1) < 0.01

# --- Ribbon spectra with hoppings from atomic positions ---
rows = 762
width = 1.5 * a * rows


def ribbon_levels(radius):
    """Non-negative levels at material wavevector K along the ribbon."""
    Y = 1.5 * a * (np.arange(rows) - (rows - 1) / 2) - a / 4
    site = place(0.0, Y, radius)
    up = place(0.0, Y + a, radius)
    down = place(s3 * a / 2, Y - a / 2, radius)
    t_up = t * np.exp(-beta * (np.linalg.norm(up - site, axis=0) / a - 1))
    t_dn = t * np.exp(-beta * (np.linalg.norm(down - site, axis=0) / a - 1))
    chain = np.empty(2 * rows - 1)
    chain[0::2] = -2 * t_dn * np.cos(K[0] * s3 * a / 2)
    chain[1::2] = -t_up[:-1]
    levels = eigh_tridiagonal(np.zeros(2 * rows), chain, eigvals_only=True)
    return levels[rows:]


bent = ribbon_levels(radius_bend)
landau = hv * np.sqrt(2 * np.arange(1, 4) * abs(b_hop))
landau_sum = hv * np.sqrt(2 * abs(b_hop + b_false))
assert abs(bent[0]) < 1e-6
assert np.all(np.abs(bent[1:4] / landau - 1) < 0.01)
assert abs(bent[1] / landau_sum - 1) > 0.2
B_inferred = flux_unit * (bent[1] / hv)**2 / 2

conformal = ribbon_levels(radius_conformal)
half = (width + 0.75 * a) / 2
travel = quad(lambda Y: np.exp(beta * (np.exp(Y / R) - 1)) / hv,
              -half, half)[0]
box_level = np.pi / (2 * travel)
landau_conf_false = hv * np.sqrt(2 * b_false)
assert abs(conformal[0] / box_level - 1) < 0.01
assert abs(conformal[1] / conformal[0] - 3) < 0.03

# --- Phase left by a dislocation with the shortest Burgers vector ---
burgers = deltas[:, 1] - deltas[:, 2]
core_phase = K @ burgers
assert abs(np.exp(3j * core_phase) - 1) < 1e-12
assert abs(np.exp(1j * core_phase) - 1) > 0.1

print(f"bond length a = {a:.2f} nm")
print(f"hopping t = {t:.1f} eV")
print(f"decay beta = {beta:.1f}, contraction nu = {nu:.1f} (no unit)")
print(f"bending radius R = {R:.0f} nm")
print(f"ribbon width = {width:.2f} nm, rows = {rows}")
print(f"largest strain at the edge = {width / (2 * R):.4f} (no unit)")
print(f"hbar v = {hv:.3f} eV nm")
print(f"K_x = {K[0]:.4f} 1/nm")
print(f"hbar/e = {flux_unit:.3f} T nm^2")
print("Uniform deformation D (no unit):")
print(f"  D_xx, D_xy = {D[0, 0]:.1e}, {D[0, 1]:.1e}")
print(f"  D_yx, D_yy = {D[1, 0]:.1e}, {D[1, 1]:.1e}")
print("Dirac-point displacement (x, y) in 1/nm:")
for label, v in [("found from bonds", shift_found),
                 ("geometric -D^T K", shift_geo),
                 ("hopping Q", shift_hop),
                 ("sum of the two", shift_geo + shift_hop),
                 ("false, rotation dropped", shift_false)]:
    print(f"  {label}: {v[0]:.6f}, {v[1]:.6f}")
print(f"Loop integrals, material square of side {side:.0f} nm, in rad:")
print(f"  bend, geometry only: {abs(loop_geo):.1e} (magnitude)")
print(f"  bend, geometry and hopping: {loop_full:.4f}")
print(f"  bend, formula b times area: {b_hop * side**2:.4f}")
print(f"  bend, geometry with rotation dropped: {loop_false:.4f}")
print(f"  conformal, geometry and hopping: {abs(loop_conf):.1e} (magnitude)")
print(f"  conformal, rotation dropped: {loop_conf_false:.4f}")
print(f"curl b from hopping = {b_hop:.6f} 1/nm^2")
print(f"false geometric curl K_x/R = {b_false:.6f} 1/nm^2")
print(f"magnetic length = {1 / np.sqrt(abs(b_hop)):.2f} nm")
print(f"|B| from hopping = {flux_unit * abs(b_hop):.3f} T")
print(f"|B| false geometric term = {flux_unit * b_false:.3f} T")
print(f"|B| false sum = {flux_unit * abs(b_hop + b_false):.3f} T")
print(f"|B| inferred from computed level 1 = {B_inferred:.3f} T")
print("Bent ribbon levels, computed and hopping-only formula, in meV:")
for n in range(1, 4):
    print(f"  n = {n}: {1e3 * bent[n]:.3f}, {1e3 * landau[n - 1]:.3f}")
print(f"  n = 1 from the false sum: {1e3 * landau_sum:.3f} meV")
print("Conformally bent ribbon:")
print(f"  level 1 computed = {1e3 * conformal[0]:.3f} meV")
print(f"  level 1 size quantization = {1e3 * box_level:.3f} meV")
print(f"  level 2 / level 1 = {conformal[1] / conformal[0]:.4f} (no unit)")
print(f"  false Landau level 1 = {1e3 * landau_conf_false:.3f} meV")
print(f"dislocation phase K.burgers = {core_phase / np.pi:.4f} pi rad")
print("success")
```

It prints:

```
bond length a = 0.14 nm
hopping t = 3.0 eV
decay beta = 3.0, contraction nu = 0.2 (no unit)
bending radius R = 2000 nm
ribbon width = 160.02 nm, rows = 762
largest strain at the edge = 0.0400 (no unit)
hbar v = 0.630 eV nm
K_x = 17.2743 1/nm
hbar/e = 658.212 T nm^2
Uniform deformation D (no unit):
  D_xx, D_xy = 3.0e-04, -2.0e-04
  D_yx, D_yy = 5.0e-04, 1.0e-04
Dirac-point displacement (x, y) in 1/nm:
  found from bonds: -0.003038, 0.000243
  geometric -D^T K: -0.005182, 0.003455
  hopping Q: 0.002143, -0.003214
  sum of the two: -0.003039, 0.000241
  false, rotation dropped: -0.003039, -0.005805
Loop integrals, material square of side 40 nm, in rad:
  bend, geometry only: 6.4e-13 (magnitude)
  bend, geometry and hopping: -10.2892
  bend, formula b times area: -10.2857
  bend, geometry with rotation dropped: 13.8198
  conformal, geometry and hopping: 4.8e-09 (magnitude)
  conformal, rotation dropped: 13.8192
curl b from hopping = -0.006429 1/nm^2
false geometric curl K_x/R = 0.008637 1/nm^2
magnetic length = 12.47 nm
|B| from hopping = 4.231 T
|B| false geometric term = 5.685 T
|B| false sum = 1.454 T
|B| inferred from computed level 1 = 4.231 T
Bent ribbon levels, computed and hopping-only formula, in meV:
  n = 1: 71.432, 71.435
  n = 2: 101.016, 101.025
  n = 3: 123.713, 123.730
  n = 1 from the false sum: 41.871 meV
Conformally bent ribbon:
  level 1 computed = 6.161 meV
  level 1 size quantization = 6.160 meV
  level 2 / level 1 = 3.0000 (no unit)
  false Landau level 1 = 82.802 meV
dislocation phase K.burgers = 1.3333 pi rad
success
```
